# Fano Profiles with Several Continua and the Argon 3s Windows: test program

```python
"""Fano profile for one discrete state coupled to several continua.
Result under test:
    sigma = sigma0 * [1 - rho2 + rho2*(q + eps)**2/(1 + eps**2)]
    eps  = 2*(E - Er)/Gamma,   Gamma = 2*pi*sum_j V_j**2
    rho2 = (sum_j V_j*D_j)**2 / (sum_j V_j**2 * sum_j D_j**2)
    q    = (dipole to discrete state + principal-value part)/(pi*sum_j V_j*D_j)
V_j: coupling of the discrete state to continuum j (energy normalized),
D_j: dipole amplitude from the ground state to continuum j.
A window (dip larger than peak) means q**2 < 1.
Application: argon 3s -> np, coupled to 3p -> continuum s and d (singlet P),
Hartree-Fock orbitals, random-phase approximation with exchange (RPA), length
form. Dropping the matrix B of double excitations from the ground state gives
the Tamm-Dancoff level (TDA). Both treat 3s as a simple hole and give q**2 > 1;
a scan shows the sensitivity to the hole energy and to the 3s-3p transition
potential of the ion. The radial grid is turned into the complex plane beyond a
radius, which gives the continuum resolvent at real energies. Atomic units inside.
"""
import numpy as np
from scipy.constants import physical_constants, fine_structure
from sympy.physics.wigner import gaunt
from pyscf import gto, scf, ao2mo

EV = physical_constants["Hartree energy in eV"][0]
MB = physical_constants["Bohr radius"][0] ** 2 / 1e-22
Z = 18


def profile(eps, q, rho2):
    return 1 - rho2 + rho2 * (q + eps) ** 2 / (1 + eps ** 2)


# ---- Models: three discretized flat continua, diagonalized explicitly ----
v_model = np.array([0.30, -0.12, 0.20])
v_model /= np.sqrt(2 * np.pi * np.sum(v_model ** 2))      # width = 1
band, count, smooth = 60.0, 500, 0.4
step = 2 * band / count
levels = -band + step * (np.arange(count) + 0.5)
h_model = np.diag(np.concatenate(([0.0], np.tile(levels, 3))))
h_model[0, 1:] = h_model[1:, 0] = np.repeat(v_model, count) * np.sqrt(step)
e_model, c_model = np.linalg.eigh(h_model)
fine = np.linspace(-band, band, 60001)


def run_model(d_model, dip_model):
    """Explicit and predicted absorption, both smoothed by the same Lorentzian."""
    t_model = np.concatenate(([dip_model], np.repeat(d_model, count) * np.sqrt(step)))
    strength = (c_model.T @ t_model) ** 2
    vd, dd = v_model @ d_model, d_model @ d_model
    q = dip_model / (np.pi * vd)
    rho2 = vd ** 2 / ((v_model @ v_model) * dd)
    curve, predicted = [], []
    for energy in np.linspace(-3, 3, 25):
        curve.append(np.sum(strength * smooth / np.pi
                            / ((energy - e_model) ** 2 + smooth ** 2)) / dd)
        kernel = smooth / np.pi / ((energy - fine) ** 2 + smooth ** 2)
        predicted.append(np.sum(kernel * profile(2 * fine, q, rho2)) * (fine[1] - fine[0]))
    curve, predicted = np.array(curve), np.array(predicted)
    error = np.abs(curve - predicted).max()
    # tolerance: finite band makes the principal-value terms slightly energy dependent
    assert error < 0.02, error
    return q, rho2, error, curve, predicted


weak_model = run_model(np.array([1.0, 0.5, -0.4]), -0.15)
window_model = run_model(np.array([1.0, -0.1, 0.3]), -0.25)
assert window_model[0] ** 2 < 1
assert 1 - window_model[3].min() > window_model[3].max() - 1

# ---- Radial finite elements with Gauss-Lobatto points ----
NP = 12
leg = np.polynomial.legendre.Legendre.basis(NP - 1)
x_ref = np.concatenate(([-1.0], np.sort(leg.deriv().roots().real), [1.0]))
p_ref = leg(x_ref)
w_ref = 2 / (NP * (NP - 1) * p_ref ** 2)
gap = x_ref[:, None] - x_ref[None, :] + np.eye(NP)
d_ref = p_ref[:, None] / (p_ref[None, :] * gap)
np.fill_diagonal(d_ref, 0.0)
d_ref[0, 0], d_ref[-1, -1] = -NP * (NP - 1) / 4, NP * (NP - 1) / 4


def make_grid(edges):
    """Points, root weights, matrix of -d2/dr2, and multipole Coulomb kernels."""
    size = (len(edges) - 1) * (NP - 1) + 1
    r = np.zeros(size, dtype=edges.dtype)
    w = np.zeros(size, dtype=edges.dtype)
    kin = np.zeros((size, size), dtype=edges.dtype)
    for e in range(len(edges) - 1):
        part = slice(e * (NP - 1), e * (NP - 1) + NP)
        half = (edges[e + 1] - edges[e]) / 2
        r[part] = edges[e] + half * (x_ref + 1)
        w[part] += half * w_ref
        kin[part, part] += d_ref.T @ (w_ref[:, None] * d_ref) / half
    end = r[-1]
    s = np.sqrt(w)
    kin = (kin / np.outer(s, s))[1:-1, 1:-1]
    r, s = r[1:-1], s[1:-1]
    coulomb = []
    for k in range(4):
        inverse = np.linalg.inv(kin + np.diag(k * (k + 1) / r ** 2))
        coulomb.append((2 * k + 1) * inverse / np.outer(r * s, r * s)
                       + np.outer(r ** k, r ** k) / end ** (2 * k + 1))
    return r, s, kin, coulomb


x_gl, w_gl = np.polynomial.legendre.leggauss(12)


def triple(l, k, lp):
    """Half the integral of three Legendre polynomials (squared 3j symbol)."""
    basis = np.polynomial.legendre.Legendre.basis
    return 0.5 * np.sum(w_gl * basis(l)(x_gl) * basis(k)(x_gl) * basis(lp)(x_gl))


def core(l, grid):
    r, _, kin, _ = grid
    return kin / 2 + np.diag(l * (l + 1) / (2 * r ** 2) - Z / r)


def fock(l, grid, shells):
    coulomb = grid[3]
    f = core(l, grid)
    for lb, c in shells:
        f = f + np.diag(2 * (2 * lb + 1) * (coulomb[0] @ c ** 2))
        for k in range(abs(l - lb), l + lb + 1, 2):
            f = f - (2 * lb + 1) * triple(l, k, lb) * coulomb[k] * np.outer(c, c)
    return f


inner = np.array([0, .3, .8, 1.6, 3, 5, 8, 12, 16, 20, 25, 30], dtype=float)
real_grid = make_grid(inner)
r_in = real_grid[0]
screen = np.diag((Z - 1) * (1 - np.exp(-r_in)) / r_in)
focks = [core(l, real_grid) + screen for l in (0, 1)]


def occupied(matrices):
    found, energies = [], []
    for l, number in ((0, 3), (1, 2)):
        e, c = np.linalg.eigh(matrices[l])
        for i in range(number):
            found.append((l, c[:, i]))
            energies.append(e[i])
    return found, energies


for iteration in range(150):
    shells, e_orb = occupied(focks)
    new = [fock(l, real_grid, shells) for l in (0, 1)]
    change = max(np.abs(new[l] - focks[l]).max() for l in (0, 1))
    if change < 1e-8:
        break
    focks = [0.5 * (focks[l] + new[l]) for l in (0, 1)]
assert change < 1e-6, change
e_hf = sum((2 * l + 1) * (c @ core(l, real_grid) @ c + e)
           for (l, c), e in zip(shells, e_orb))
e3s, e3p = e_orb[2], e_orb[4]


# ---- Single excitations coupled to singlet P, M = 0 ----
def angular(l, m, k, lp, mp):
    """Matrix element of the normalized spherical harmonic of rank k."""
    if abs(m - mp) > k:
        return 0.0
    value = float(gaunt(l, k, lp, -m, m - mp, mp))
    return (-1) ** m * np.sqrt(4 * np.pi / (2 * k + 1)) * value


channels = []                     # (index of hole shell, l of hole, l of electron)
for hole, lh, l in ((2, 0, 1), (4, 1, 0), (4, 1, 2)):
    ms = list(range(-min(l, lh), min(l, lh) + 1))
    g = np.array([angular(l, m, 1, lh, m) for m in ms])
    channels.append((hole, lh, l, ms, g / np.linalg.norm(g), np.linalg.norm(g)))

attraction, exchange = {}, {}     # electron-hole term of A, exchange term of B
for i, (_, lh, l, ms, cm, _) in enumerate(channels):
    for j, (_, lhp, lp, msp, cmp_, _) in enumerate(channels):
        pairs = [(m, a, mp, b) for m, a in zip(ms, cm) for mp, b in zip(msp, cmp_)]
        for k in range(4):
            attraction[i, j, k] = sum(
                a * b * angular(l, m, k, lp, mp) * angular(lh, m, k, lhp, mp)
                for m, a, mp, b in pairs)
            exchange[i, j, k] = sum(
                a * b * (-1) ** (m - mp) * angular(l, m, k, lhp, mp)
                * angular(lp, mp, k, lh, m) for m, a, mp, b in pairs)


def build(angle):
    """Matrices A and B, dipole vector, root weights, number of points, the part
    of A due to the 3s-3p transition potential, and the 3s-channel projector."""
    outer = inner[-1] + np.exp(1j * angle) * np.array([8, 17, 27, 38, 50, 63])
    grid = make_grid(np.concatenate((inner.astype(complex), outer)))
    r, s, _, coulomb = grid
    n = len(r)
    padded = [(l, np.concatenate((c, np.zeros(n - len(c))))) for l, c in shells]
    a, b, transition = (np.zeros((3 * n, 3 * n), dtype=complex) for _ in range(3))
    dip = np.zeros(3 * n, dtype=complex)
    proj = []
    for _, _, l, _, _, _ in channels:
        proj.append(np.eye(n) - sum((np.outer(c, c) for lb, c in padded if lb == l),
                                    np.zeros((n, n))))
    for i, (hi, _, l, _, _, gi) in enumerate(channels):
        si = slice(i * n, (i + 1) * n)
        ci = padded[hi][1]
        dip[si] = proj[i] @ (np.sqrt(2) * gi * r * ci)
        for j, (hj, _, _, _, _, gj) in enumerate(channels):
            sj = slice(j * n, (j + 1) * n)
            cj = padded[hj][1]
            block = 2 * gi * gj * np.outer(ci, cj) * coulomb[1]
            b_block = block.copy()
            local = np.zeros(n, dtype=complex)
            for k in range(4):
                if abs(attraction[i, j, k]) > 1e-12:
                    local -= attraction[i, j, k] * (coulomb[k] @ (ci * cj))
                if abs(exchange[i, j, k]) > 1e-12:
                    b_block = b_block - exchange[i, j, k] * np.outer(cj, ci) * coulomb[k]
            block = block + np.diag(local)
            if i == j:
                block = block + fock(l, grid, padded) - e_orb[hi] * np.eye(n)
            a[si, sj] = proj[i] @ block @ proj[j]
            b[si, sj] = proj[i] @ b_block @ proj[j]
            if hi != hj:
                transition[si, sj] = proj[i] @ np.diag(local) @ proj[j]
            if i == j:
                a[si, sj] += 1000.0 * (np.eye(n) - proj[i])
    return a, b, dip, s, n, transition, proj[0]


def discrete_states(a, n, number):
    e, c = np.linalg.eig(a[:n, :n])
    result = []
    for i in np.argsort(e.real)[:number]:
        vec = np.zeros(len(a), dtype=complex)
        vec[:n] = c[:, i] / np.sqrt(c[:, i] @ c[:, i])
        result.append((e[i].real, vec))
    return result


def fano(a, b, dip, e_state, vec):
    """Parameters from the resolvent of everything except the discrete state.
    With b given, the ground-state correlation enters through an effective
    matrix and an effective dipole vector; b = None is the TDA level."""
    energy = e_state
    one = np.eye(len(a))
    if b is not None:
        keep = np.where(np.abs(b).max(axis=1) > 1e-9)[0]
        square = np.ix_(keep, keep)
        b_keep = b[square]
        rhs = np.zeros((len(a), len(keep) + 1), dtype=complex)
        rhs[keep, :-1] = b_keep
        rhs[:, -1] = dip
    for _ in range(2):
        a_eff, d_eff = a, dip
        if b is not None:
            back = np.linalg.solve(a + energy * one, rhs)[keep]
            a_eff, d_eff = a.copy(), dip.copy()
            a_eff[square] -= b_keep @ back[:, :-1]
            d_eff[keep] -= b_keep @ back[:, -1]
        av = a_eff @ vec
        e0 = vec @ av
        h = a_eff - np.outer(vec, av) - np.outer(av, vec) + e0 * np.outer(vec, vec)
        source = np.column_stack((av - e0 * vec, d_eff - (vec @ d_eff) * vec))
        for _ in range(2):
            at = energy
            sol = np.linalg.solve(at * one - h, source)
            f = source.T @ sol
            energy = (e0 + f[0, 0]).real
    j = -f.imag / np.pi
    d = (vec @ d_eff).real
    bare = (vec @ dip).real
    return dict(E=at, width=2 * np.pi * j[0, 0], bare=bare, ground=d - bare,
                virtual=f[0, 1].real, q=(d + f[0, 1].real) / (np.pi * j[0, 1]),
                rho2=j[0, 1] ** 2 / (j[0, 0] * j[1, 1]), J=j, sol=sol,
                sigma0=4 * np.pi ** 2 * fine_structure * at * j[1, 1] * MB)


a_mat, b_mat, dipole, root_w, n_grid, transition, proj_3s = build(0.6)
dip_3s, dip_3p = dipole.copy(), dipole.copy()
dip_3s[n_grid:] = 0
dip_3p[:n_grid] = 0

# ---- Independent Gaussian-basis check of energy, angular factors, couplings ----
mol = gto.M(atom="Ar 0 0 0", verbose=0, basis={"Ar": gto.expand_etbs(
    [(0, 22, 0.01, 2.2), (1, 16, 0.01, 2.2), (2, 9, 0.01, 2.2)])})
mf = scf.RHF(mol)
eri = mol.intor("int2e", aosym="s8")
mf._eri = eri
mf.conv_tol = 1e-10
e_gauss = mf.kernel()
assert mf.converged and abs(e_gauss - e_hf) < 5e-3, (e_gauss, e_hf)
occ, vir = mf.mo_coeff[:, 5:9], mf.mo_coeff[:, 9:]
nv = vir.shape[1]
ovov = ao2mo.incore.general(eri, (occ, vir, occ, vir), compact=False)
oovv = ao2mo.incore.general(eri, (occ, occ, vir, vir), compact=False)
swapped = ovov.reshape(4, nv, 4, nv).transpose(0, 3, 2, 1).reshape(4 * nv, 4 * nv)
a_gauss = 2 * ovov - oovv.reshape(4, 4, nv, nv).transpose(0, 2, 1, 3).reshape(4 * nv, 4 * nv)
a_gauss += np.diag((mf.mo_energy[None, 9:] - mf.mo_energy[5:9, None]).ravel())
b_gauss = 2 * ovov - swapped
z_ov = np.sqrt(2) * occ.T @ mol.intor("int1e_r")[2] @ vir
z_s, z_p = z_ov.copy(), z_ov.copy()
z_s[1:] = 0
z_p[0] = 0
z_both = np.column_stack((z_s.ravel(), z_p.ravel()))
d_both = np.column_stack((dip_3s, dip_3p))
static = {}
for name, m_grid, m_gauss in (("TDA", a_mat, a_gauss),
                              ("RPA", a_mat + b_mat, a_gauss + b_gauss)):
    on_grid = (2 * d_both.T @ np.linalg.solve(m_grid, d_both)).real
    in_gauss = 2 * z_both.T @ np.linalg.solve(m_gauss, z_both)
    assert np.allclose(on_grid, in_gauss, rtol=0.005, atol=0.005), (name, on_grid, in_gauss)
    static[name] = (on_grid, in_gauss)

# ---- Argon resonances with a simple 3s hole ----
states = discrete_states(a_mat, n_grid, 3)
res = [fano(a_mat, b_mat, dipole, e, v) for e, v in states]
tda = [fano(a_mat, None, dipole, e, v) for e, v in states]
a_plus_b = a_mat + b_mat
inverse_minus = np.linalg.inv(a_mat - b_mat)


def full_sigma(energy):
    """RPA absorption of the complete coupled problem, no partition (Mb)."""
    sol = np.linalg.solve(a_plus_b - energy ** 2 * inverse_minus, dipole)
    return 8 * np.pi * fine_structure * energy * (dipole @ sol).imag * MB


errors = []
for item in res:
    worst = 0.0
    for eps in np.linspace(-3, 3, 13):
        value = full_sigma(item["E"] + eps * item["width"] / 2)
        worst = max(worst, abs(value / item["sigma0"] - profile(eps, item["q"], item["rho2"])))
    errors.append(worst)
# tolerance: the profile takes background and couplings as constant
assert max(errors) < 0.06, errors

# Channel amplitudes from outgoing waves, at a radius in the unscaled region
first = res[0]
element = 9
nodes = element * (NP - 1) - 1 + np.arange(NP)
half_len = (inner[element + 1] - inner[element]) / 2
gram = []
for ch in (1, 2):
    u = first["sol"][ch * n_grid + nodes] / root_w[nodes][:, None]
    du = d_ref @ u / half_len
    u, du = u[NP // 2], du[NP // 2]
    gram.append((np.outer(u.conj(), du) - np.outer(du.conj(), u)) / (4j * np.pi))
scale = np.sqrt(np.outer(np.diag(first["J"]), np.diag(first["J"])))
assert np.abs((gram[0] + gram[1] - first["J"]) / scale).max() < 0.02

# Independence of the scaling angle
a_two, b_two, dip_two, _, n_two, _, _ = build(0.45)
other = fano(a_two, b_two, dip_two, *discrete_states(a_two, n_two, 1)[0])
for key in ("q", "rho2"):
    assert abs(other[key] - first[key]) < 2e-3, key
assert abs(other["width"] / first["width"] - 1) < 2e-3

# A simple 3s hole gives no window, with or without ground-state correlation
assert all(item["q"] ** 2 > 1 for item in res), [item["q"] for item in res]
assert all(item["q"] ** 2 > 1 for item in tda), [item["q"] for item in tda]

# Rydberg series: inner amplitude scales as n*^(-3/2); steps in q shrink
nstar = [1 / np.sqrt(2 * (-e3s - e)) for e, _ in states]
near = np.where(r_in < 1.6)[0]
inner_amp = [np.sqrt(np.sum(np.abs(v[near]) ** 2)) * ns ** 1.5
             for (_, v), ns in zip(states, nstar)]
assert abs(inner_amp[2] / inner_amp[1] - 1) < 0.05, inner_amp
assert abs(res[2]["q"] - res[1]["q"]) < abs(res[1]["q"] - res[0]["q"])

# ---- Sensitivity of 4p: hole energy lowered, 3s-3p transition potential scaled ----
scan = []
for lowering in (0.0, 5.0):
    for factor in (1.0, 0.5, 0.0):
        if lowering == 0.0 and factor == 1.0:
            scan.append((lowering, factor, first))
            continue
        changed = a_mat - (1 - factor) * transition
        changed[:n_grid, :n_grid] -= lowering / EV * proj_3s
        scan.append((lowering, factor, fano(changed, b_mat, dipole,
                                            states[0][0] - lowering / EV, states[0][1])))

for name, (q, rho2, error, curve, predicted) in (("A", weak_model), ("B", window_model)):
    print(f"Model {name}, 3 continua: q = {q:.4f}, rho2 = {rho2:.4f}, "
          f"largest error/sigma0 = {error:.4f}")
    print(f"Model {name}, smoothed sigma/sigma0: min {curve.min():.4f} "
          f"(formula {predicted.min():.4f}), max {curve.max():.4f} "
          f"(formula {predicted.max():.4f})")
print(f"Ar Hartree-Fock energy, radial grid = {e_hf:.4f} hartree")
print(f"Ar Hartree-Fock energy, Gaussians   = {e_gauss:.4f} hartree")
for level, (on_grid, in_gauss) in static.items():
    for name, i, j in (("3s-3s", 0, 0), ("3s-3p", 0, 1), ("3p-3p", 1, 1)):
        print(f"Static response {level} {name}: grid {on_grid[i, j]:.4f}, "
              f"Gaussians {in_gauss[i, j]:.4f} a.u.")
print(f"3p threshold = {-e3p * EV:.3f} eV")
print(f"3s threshold = {-e3s * EV:.3f} eV")
for i, item in enumerate(res):
    name = f"{i + 4}p"
    print(f"{name}: resonance energy = {item['E'] * EV:.4f} eV, n* = {nstar[i]:.3f}, "
          f"inner amplitude*n*^1.5 = {inner_amp[i]:.4f}")
    print(f"{name}: width = {item['width'] * EV:.5f} eV, "
          f"width*n*^3 = {item['width'] * nstar[i] ** 3 * EV:.4f} eV")
    print(f"{name}: q = {item['q']:.4f}, rho2 = {item['rho2']:.4f}; "
          f"TDA q = {tda[i]['q']:.4f}, rho2 = {tda[i]['rho2']:.4f}")
    print(f"{name}: Hartree-Fock dipole = {item['bare']:.5f}, "
          f"ground-state part = {item['ground']:.5f} a.u.")
    print(f"{name}: virtual part = {item['virtual']:.5f}, "
          f"pi*sum V_j D_j = {np.pi * item['J'][0, 1]:.5f} a.u.")
    print(f"{name}: sigma0 = {item['sigma0']:.3f} Mb, profile error/sigma0 = {errors[i]:.4f}")
print(f"4p: sigma_a = {first['rho2'] * first['sigma0']:.3f} Mb, "
      f"sigma_b = {(1 - first['rho2']) * first['sigma0']:.3f} Mb")
for name, g in zip(("s", "d"), gram):
    print(f"4p, channel {name}: |V|^2 = {g[0, 0].real:.4e} hartree, "
          f"|D|^2 = {g[1, 1].real:.4f} a.u.")
    print(f"4p, channel {name}: V*D = {g[0, 1].real:.5f} {g[0, 1].imag:+.5f}i a.u.")
for eps in (-3.0, -1.0, 0.0, 1.0, 3.0):
    value = full_sigma(first["E"] + eps * first["width"] / 2)
    formula = first["sigma0"] * profile(eps, first["q"], first["rho2"])
    print(f"4p, eps = {eps:+.0f}: full {value:.3f} Mb, profile {formula:.3f} Mb")
for lowering, factor, item in scan:
    label = f"4p, hole lowered {lowering:.0f} eV, transition potential x {factor:.1f}"
    print(f"{label}: E = {item['E'] * EV:.3f} eV, width = {item['width'] * EV:.4f} eV")
    net = item["bare"] + item["ground"] + item["virtual"]
    print(f"   q = {item['q']:.4f}, rho2 = {item['rho2']:.4f}, net dipole = {net:.5f}, "
          f"pi*sum V_j D_j = {np.pi * item['J'][0, 1]:.5f} a.u.")
print("OK")
```

Printed output:

```
Model A, 3 continua: q = -0.2842, rho2 = 0.1257, largest error/sigma0 = 0.0014
Model A, smoothed sigma/sigma0: min 0.9263 (formula 0.9259), max 1.0028 (formula 1.0014)
Model B, 3 continua: q = -0.2038, rho2 = 0.8712, largest error/sigma0 = 0.0092
Model B, smoothed sigma/sigma0: min 0.5172 (formula 0.5142), max 1.0209 (formula 1.0117)
Ar Hartree-Fock energy, radial grid = -526.8175 hartree
Ar Hartree-Fock energy, Gaussians   = -526.8158 hartree
Static response TDA 3s-3s: grid 0.0548, Gaussians 0.0548 a.u.
Static response TDA 3s-3p: grid 0.0463, Gaussians 0.0463 a.u.
Static response TDA 3p-3p: grid 12.6811, Gaussians 12.6702 a.u.
Static response RPA 3s-3s: grid 0.0540, Gaussians 0.0540 a.u.
Static response RPA 3s-3p: grid 0.0568, Gaussians 0.0568 a.u.
Static response RPA 3p-3p: grid 10.5870, Gaussians 10.5821 a.u.
3p threshold = 16.082 eV
3s threshold = 34.759 eV
4p: resonance energy = 32.2587 eV, n* = 2.319, inner amplitude*n*^1.5 = 0.4640
4p: width = 0.01094 eV, width*n*^3 = 0.1364 eV
4p: q = 2.2447, rho2 = 0.8509; TDA q = 1.2749, rho2 = 0.9345
4p: Hartree-Fock dipole = 0.02704, ground-state part = 0.02535 a.u.
4p: virtual part = -0.11815, pi*sum V_j D_j = -0.02929 a.u.
4p: sigma0 = 15.272 Mb, profile error/sigma0 = 0.0134
5p: resonance energy = 33.5513 eV, n* = 3.345, inner amplitude*n*^1.5 = 0.4588
5p: width = 0.00217 eV, width*n*^3 = 0.0812 eV
5p: q = 2.8735, rho2 = 0.8231; TDA q = 1.5187, rho2 = 0.9319
5p: Hartree-Fock dipole = -0.01812, ground-state part = -0.01352 a.u.
5p: virtual part = 0.06395, pi*sum V_j D_j = 0.01125 a.u.
5p: sigma0 = 12.200 Mb, profile error/sigma0 = 0.0064
6p: resonance energy = 34.0447 eV, n* = 4.354, inner amplitude*n*^1.5 = 0.4574
6p: width = 0.00078 eV, width*n*^3 = 0.0644 eV
6p: q = 3.2012, rho2 = 0.8092; TDA q = 1.6317, rho2 = 0.9304
6p: Hartree-Fock dipole = 0.01276, ground-state part = 0.00885 a.u.
6p: virtual part = -0.04190, pi*sum V_j D_j = -0.00634 a.u.
6p: sigma0 = 11.125 Mb, profile error/sigma0 = 0.0042
4p: sigma_a = 12.995 Mb, sigma_b = 2.277 Mb
4p, channel s: |V|^2 = 9.5846e-07 hartree, |D|^2 = 0.1280 a.u.
4p, channel s: V*D = 0.00030 +0.00019i a.u.
4p, channel d: |V|^2 = 6.2985e-05 hartree, |D|^2 = 1.4688 a.u.
4p, channel d: V*D = -0.00962 -0.00018i a.u.
4p, eps = -3: full 3.028 Mb, profile 3.019 Mb
4p, eps = -1: full 12.285 Mb, profile 12.344 Mb
4p, eps = +0: full 67.755 Mb, profile 67.755 Mb
4p, eps = +1: full 70.563 Mb, profile 70.683 Mb
4p, eps = +3: full 37.817 Mb, profile 38.022 Mb
4p, hole lowered 0 eV, transition potential x 1.0: E = 32.259 eV, width = 0.0109 eV
   q = 2.2447, rho2 = 0.8509, net dipole = -0.06576, pi*sum V_j D_j = -0.02929 a.u.
4p, hole lowered 0 eV, transition potential x 0.5: E = 32.234 eV, width = 0.1033 eV
   q = 0.7545, rho2 = 0.8378, net dipole = -0.06690, pi*sum V_j D_j = -0.08867 a.u.
4p, hole lowered 0 eV, transition potential x 0.0: E = 32.218 eV, width = 0.3095 eV
   q = 0.5258, rho2 = 0.8321, net dipole = -0.08026, pi*sum V_j D_j = -0.15265 a.u.
4p, hole lowered 5 eV, transition potential x 1.0: E = 27.275 eV, width = 0.0277 eV
   q = 1.2625, rho2 = 0.9316, net dipole = -0.09312, pi*sum V_j D_j = -0.07376 a.u.
4p, hole lowered 5 eV, transition potential x 0.5: E = 27.218 eV, width = 0.1137 eV
   q = 0.2521, rho2 = 0.8773, net dipole = -0.03751, pi*sum V_j D_j = -0.14880 a.u.
4p, hole lowered 5 eV, transition potential x 0.0: E = 27.137 eV, width = 0.2852 eV
   q = -0.0994, rho2 = 0.8567, net dipole = 0.02415, pi*sum V_j D_j = -0.24286 a.u.
OK
```
